# Born, Callen and Szigeti Charges as Three Electrical Boundary Conditions

**Q:** For one and the same ion in a polar crystal I am offered a Born charge, a Callen charge and a Szigeti charge, with three different values. An ion has one charge. At most one of these can be right.

**A:** None of them is an amount of charge sitting on the ion. Each measures how much polarization appears when the ion moves, and that depends on what the electric field does meanwhile.

Take an insulating crystal with one cation and one anion per cell of volume $\Omega$. Let $u$ be the small displacement of the cations relative to the anions, uniform over many cells, at fixed strain. I use atomic units, so charges are in units of $e$, with $D=E+4\pi P$. Here $E$ is the macroscopic field, the average over a cell, and $P$ is the polarization measured from the undisplaced crystal. I assume that the response is isotropic, so that vectors along one direction can be written as numbers.

To first order, $P$ is linear in the two independent variables $u$ and $E$. Call the coefficient of $u$ at $E=0$ $Z/\Omega$. The coefficient of $E$ at $u=0$ follows from the electronic dielectric constant $\varepsilon_\infty$, defined with the ions held still: $E+4\pi P=\varepsilon_\infty E$ gives $P=(\varepsilon_\infty-1)E/4\pi$. Together,

$$P=\frac{Z}{\Omega}\,u+\frac{\varepsilon_\infty-1}{4\pi}\,E .$$

The quantity $\Omega\,dP/du$ has no value until you say how $E$ changes with $u$. At $E=0$ it is $Z$, the Born charge.

**Q:** Then say how $E$ changes in the other two cases, and show me that the values follow.

**A:** Suppose the only field is the one that the polarization itself produces, and write it as $E=-4\pi\lambda P$ with a number $\lambda$ between 0 and 1. Insert this in the response:

$$P=\frac{Z}{\Omega}u-\lambda(\varepsilon_\infty-1)P .$$

Bring the last term to the left, and divide by its factor:

$$\Omega\frac{dP}{du}=Z_\lambda=\frac{Z}{1+\lambda(\varepsilon_\infty-1)} .$$

The three charges are three choices of $\lambda$.

- Born: $\lambda=0$, that is $E=0$, gives $Z$.
- Callen: $\lambda=1$ means $E=-4\pi P$, that is $D=0$. The denominator is $\varepsilon_\infty$, so $Z_C=Z/\varepsilon_\infty$.
- Szigeti: $\lambda=1/3$ means $E=-4\pi P/3$. The denominator is $1+(\varepsilon_\infty-1)/3=(\varepsilon_\infty+2)/3$, so $Z_S=3Z/(\varepsilon_\infty+2)$.

For $\varepsilon_\infty>1$ the denominators obey $1<(\varepsilon_\infty+2)/3<\varepsilon_\infty$, so for positive $Z$ we have $Z_C<Z_S<Z$. The field opposes the polarization, and the electrons respond by reducing the total dipole. If the electrons cannot respond, $\varepsilon_\infty=1$ and the three charges coincide.

**Q:** You may choose any $\lambda$ you like on paper. Does a crystal ever choose these?

**A:** Yes, through its geometry. Consider first a wave of displacement with wavevector $\mathbf q$. Let its wavelength be long compared with the cell, but short enough for retardation to be neglected. Then $\nabla\times\mathbf E=0$ makes $\mathbf E$ parallel to $\mathbf q$, and the absence of free charge gives $\mathbf q\cdot\mathbf D=0$. From the linear response,

$$\mathbf D=\varepsilon_\infty\mathbf E+\frac{4\pi Z}{\Omega}\mathbf u .$$

If the wave is transverse, $\mathbf q\cdot\mathbf u=0$, so $\varepsilon_\infty\,\mathbf q\cdot\mathbf E=0$. Since $\mathbf E$ is parallel to $\mathbf q$, it vanishes. This is the Born condition. If the wave is longitudinal, $\mathbf u$ and $\mathbf E$ are both parallel to $\mathbf q$, and so is $\mathbf D$. Then $\mathbf q\cdot\mathbf D=0$ forces $\mathbf D=0$, the Callen condition.

The value $\lambda=1/3$ belongs to a sphere of radius $R$ in vacuum, large compared with a cell, displaced uniformly with no applied field. Try a uniform field $E$ inside, with potential $-Er\cos\theta$, and a dipole potential $p\cos\theta/r^2$ outside. Continuity of the potential at $r=R$ gives $p=-ER^3$. The radial component of $D$ is $(E+4\pi P)\cos\theta$ inside and $2p\cos\theta/R^3=-2E\cos\theta$ outside. Equating them,

$$E+4\pi P=-2E\quad\Rightarrow\quad E=-\frac{4\pi}{3}P .$$

All boundary conditions are met, so the trial form is the solution.

**Q:** I was told that the Szigeti charge is the one an ion shows when no local field acts on it. You have given me the shape of a sample. What does a sphere have to do with the field at an atom?

**A:** The same factor $4\pi/3$ appears in both, and for the atom it has to be derived separately. Assume that every ion acts as a point charge plus a point dipole. I need the field at one ion from all the other dipoles.

Put a unit charge on every site $\mathbf R$ of one sublattice, and add a uniform background that makes each cell neutral. The periodic potential $\psi$ of this arrangement obeys

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

A dipole $\mathbf p$ on every site is the difference between the charges shifted by $\mathbf p$ and the unshifted charges, to first order in the shift. The backgrounds cancel. The potential is $-\mathbf p\cdot\nabla\psi$, and the field is minus its gradient, $(\nabla\nabla\psi)\,\mathbf p$. Being the gradient of a periodic function, this field averages to zero over a cell. It is therefore what a site feels in addition to the macroscopic field $\mathbf E$.

At a site of the other sublattice there is no delta function, so the trace of $\nabla\nabla\psi$ is $\nabla^2\psi=4\pi/\Omega$. At a site of the same sublattice, an ion does not act on itself, so I subtract its own $1/r$. That removes its delta function and again leaves $4\pi/\Omega$.

Now let the sublattice be arranged cubically about the site. Twofold rotations about the axes reverse the sign of the off-diagonal elements, which must vanish. A threefold rotation permutes $x,y,z$, so the diagonal elements are equal. Each is one third of the trace, $4\pi/3\Omega$. Summing over both sublattices, whose dipoles add up to $\Omega P$ per cell,

$$E_{\rm loc}=E+\frac{4\pi}{3}P .$$

No cavity had to be cut out. The coupling $4\pi/3\Omega$ is one third of $4\pi/\Omega$, the Laplacian of the potential of the neutralizing background. With it, $E=-4\pi P/3$ is the same statement as $E_{\rm loc}=0$.

**Q:** You counted the dipoles, but a moving ion also changes its place in the field of the ions that stay at rest. Have you dropped that?

**A:** It vanishes here. The gradient of the resting ions' field is, up to sign, the sum over sublattices of their charge times the same tensor $\nabla\nabla\psi$. Each tensor equals $4\pi/3\Omega$ times the unit matrix, and the charges in a cell sum to zero.

**Q:** Suppose I accept the local field. I would still like to see the factor $(\varepsilon_\infty+2)/3$ come out of atoms, not out of the definition of $\lambda$.

**A:** Let $e_0$ be the dipole per unit displacement when the local field is zero. It contains the ionic charge, and also any deformation of the electron clouds by short-range contact between neighbours. The local field is equal at both sites, so their polarizabilities add to a total $\alpha$ per cell:

$$\Omega P=e_0u+\alpha\Big(E+\frac{4\pi}{3}P\Big).$$

Define $x=4\pi\alpha/3\Omega$ and collect the terms in $P$:

$$\Omega P\,(1-x)=e_0u+\alpha E .$$

At $u=0$, $P/E=(\varepsilon_\infty-1)/4\pi$. Hence

$$\varepsilon_\infty-1=\frac{4\pi\alpha}{\Omega(1-x)}=\frac{3x}{1-x},\qquad \varepsilon_\infty+2=\frac{3x+3(1-x)}{1-x}=\frac{3}{1-x}.$$

At $E=0$, $\Omega P/u$ is the Born charge:

$$Z=\frac{e_0}{1-x}=e_0\,\frac{\varepsilon_\infty+2}{3}.$$

So $e_0=3Z/(\varepsilon_\infty+2)=Z_S$. The Born charge is larger than $e_0$ because at $E=0$ the local field $4\pi P/3$ still polarizes the ions along the displacement dipole. These formulas require $x<1$; as $x$ approaches 1 at fixed $e_0$, they make both $\varepsilon_\infty$ and $Z$ diverge. This limit concerns dipoles that are the same in every cell. A pattern of dipoles that alternates from cell to cell can become unstable at a smaller $x$.

**Q:** Put numbers in, and do not get them all from the formulas under dispute.

**A:** Take a model crystal with the rocksalt structure and a cation–anion distance of 2.80 Å, so that $\Omega=2(2.80)^3=43.904$ Å$^3$. The ionic charges are $\pm1$ e. A short-range deformation dipole on the anion contributes $-0.20$ e per unit relative displacement, so $e_0=1.00-0.20=0.80$ e. The polarizability volumes are 1.00 and 3.00 Å$^3$. The formulas give

$$x=\frac{4\pi(4.00)}{3(43.904)}=0.3816,\qquad \varepsilon_\infty=\frac{1+2x}{1-x}=\frac{1.7633}{0.6184}=2.851,$$

$$Z=0.80\times\frac{4.851}{3}=1.294\ \text{e},\qquad Z_C=\frac{1.294}{2.851}=0.454\ \text{e}.$$

The numerical check sums the dipole fields over the lattice, without these relations. It finds 1.294 e for a long transverse wave and 0.454 e for a long longitudinal one. With the computed $Z$ and $\varepsilon_\infty$ as input, a finite-element solution for the sphere gives 0.800 e.

The fields show what distinguishes the cases. The table gives the first-order response scaled to $u=0.10$ Å, in V/Å:

| Condition | $E$ | $D$ | $E_{\rm loc}$ |
|---|---|---|---|
| Born | 0 | 0.533 | 0.178 |
| Szigeti | −0.110 | 0.220 | 0 |
| Callen | −0.187 | 0 | −0.125 |

In the first row $D=4\pi P$, and the local field is one third of it, $0.533/3=0.178$. In the last row $4\pi P=0.187$, and the local field is $-0.187+0.187/3=-0.125$. To first order in $u$, the lattice sum gives local fields at cation and anion that agree to the digits shown. Terms of higher order, left out here, would shift the entries by up to 0.003 V/Å at this $u$ and make the two local fields differ by up to about 0.001 V/Å. The displacement serves only as a scale: 0.187 V/Å is about 19 MV/cm, roughly an order of magnitude above the static breakdown field of alkali halides, so it is not a uniform state that a real sample could hold.

**Q:** Then in a longitudinal vibration, where $D=0$, the ion carries the Callen charge, and the electric restoring force must contain $Z_C$ twice.

**A:** It contains $Z_C$ once and $Z$ once. The force is obtained from an energy per cell that depends on $u$ and $E$:

$$F(u,E)=\tfrac12Ku^2-ZuE-\frac{\Omega(\varepsilon_\infty-1)}{8\pi}E^2 ,$$

where $K$ is the force constant at $E=0$. The terms containing $E$ are fixed by the requirement that $-\partial F/\partial E=\Omega P$ reproduce the linear response; the remaining term is the harmonic energy at $E=0$. The force is then

$$-\frac{\partial F}{\partial u}=-Ku+ZE .$$

The charge on which the macroscopic field acts is the Born charge, because both coefficients come from the one term $-ZuE$. The Callen charge enters through the size of the field: at $D=0$, $E=-4\pi P=-4\pi Z_Cu/\Omega$. The extra restoring force is $-4\pi ZZ_Cu/\Omega$, and the work done against it is

$$\Delta W=\int_0^u\frac{4\pi ZZ_C}{\Omega}u'\,du'=\frac{2\pi ZZ_C}{\Omega}u^2=\frac{2\pi Z^2}{\varepsilon_\infty\Omega}u^2 .$$

Using $Z_C$ twice would make this too small by a factor $\varepsilon_\infty$. In the example, $\Delta W=\tfrac12Zu|E|=\tfrac12(1.294)(0.10)(0.187)=0.0121$ eV per cell. The program obtains the same value as the difference of the microscopic dipole energies of the two waves, for a cell whose displacement is $u$. Averaged over a wave $u\cos(\mathbf q\cdot\mathbf r)$ the energy per cell is half of this, because the mean of $\cos^2$ is $1/2$.

**Q:** Your ions are points. Real electron clouds overlap. How much of this survives?

**A:** The macroscopic relations survive, since they used linear response and isotropy but no picture of the ions. The reading of $Z_S$ as the charge at zero local field does not survive in general.

To see why, give every charge and dipole a Gaussian profile of standard deviation $s$, and average the field over the profile of the ion that receives it. Two Gaussians of variance $s^2$ combine into one of variance $2s^2$, so each delta function in the equation for $\psi$ becomes

$$g(r)=(4\pi s^2)^{-3/2}e^{-r^2/4s^2}.$$

At a neighbouring site this is no longer zero. With cubic surroundings as before, one third of the trace gives the coupling between sites $i$ and $j$:

$$T_{ij}=\frac{4\pi}{3}\Big[\frac1\Omega-\sum_{\mathbf R}{}^{'}g(|\mathbf r_{ij}+\mathbf R|)\Big],$$

where $\mathbf r_{ij}$ is the separation of the two sites, $\mathbf R$ now runs over lattice vectors, and the prime omits the ion itself. Overlap weakens the coupling. The couplings now differ between pairs, so the field of the resting ions no longer cancels either, and it has to be kept.

For $s=0.70$ Å in the same crystal, the cation–anion coupling falls to 0.684 of the point value. The lattice sums then give $\varepsilon_\infty=2.720$ and $Z=1.087$ e. The longitudinal wave gives 0.400 e, equal to $1.087/2.720$. Imposing $E=-4\pi P/3$ gives 0.691 e, equal to $3(1.087)/4.720$. Yet the charge put in at zero local field is still 0.800 e. Under the Szigeti condition at $u=0.10$ Å, local fields of $-0.031$ V/Å at the cation and $-0.042$ V/Å at the anion remain.

This matters for interpretation. From $Z_S=0.691$ e and an ionic charge of 1 e, the point-dipole reading would infer a deformation charge of $-0.309$ e. The model contains $-0.20$ e. The rest comes from using the point-dipole local field where it does not apply.

**Q:** So for compact ions in any cubic crystal I may trust the reading?

**A:** With one cation and one anion per primitive cell, yes, provided that the ions act only as point charges and point dipoles. Every symmetry operation maps each sublattice onto itself, so both sites have the full cubic point symmetry. Induced quadrupoles and higher moments, which even compact ions can have, may add fields that the derivation leaves out. With more ions per cell, cubic symmetry of the crystal as a whole is not enough. The derivation needed each sublattice to be arranged cubically about each polarizable site. Consider a simple cubic sublattice of point dipoles, seen from the midpoint of a cube edge. In units of $4\pi/3\Omega$ the coupling is 8.18 for dipoles along the edge and $-2.59$ for dipoles across it. The trace is still right, $8.18-2(2.59)=3.00$, but the three elements are far from equal. The field at such a site is not $E+4\pi P/3$, and setting $E=-4\pi P/3$ does not in general remove it.

**Q:** Then what may I conclude from a Szigeti charge that differs from the nominal valence?

**A:** By itself, that the dipole per displacement at $E=-4\pi P/3$ differs from the valence. If the ions act as point charges and point dipoles, on sites that are cubic in the sense just described, that dipole is $e_0$, and the difference measures short-range deformation together with any departure of the ionic charge from the valence. The single number $Z_S$ cannot separate those two contributions.

## Numbers as computed

```
Cation-anion distance: 2.80 angstrom
Cell volume: 43.904 angstrom^3
Ionic charge of cation: 1.00 e
Deformation charge on anion: -0.20 e
Polarizability volume, cation: 1.00 angstrom^3
Polarizability volume, anion: 3.00 angstrom^3
Displacement for fields and energy: 0.10 angstrom
4 pi alpha/(3 volume): 0.38163 (dimensionless)
Point-dipole crystal, from lattice sums:
  eps from transverse response: 2.85148 (dimensionless)
  eps from longitudinal response: 2.85148 (dimensionless)
  Born charge, transverse wave: 1.29373 e
  Callen charge, longitudinal wave: 0.45370 e
  Szigeti charge, E = -4 pi P/3: 0.80000 e
  Charge put in at zero local field: 0.80000 e
  Born/eps: 0.45370 e
  3 Born/(eps+2): 0.80000 e
  Charge of displaced sphere, finite elements: 0.80000 e
Fields at the stated displacement, point-dipole crystal:
  Born: macroscopic E 0.00000 V/angstrom
  Born: D 0.53321 V/angstrom
  Born: local field at cation 0.17774 V/angstrom
  Born: local field at anion 0.17774 V/angstrom
  Szigeti: macroscopic E -0.10991 V/angstrom
  Szigeti: D 0.21981 V/angstrom
  Szigeti: local field at cation 0.00000 V/angstrom
  Szigeti: local field at anion 0.00000 V/angstrom
  Callen: macroscopic E -0.18700 V/angstrom
  Callen: D 0.00000 V/angstrom
  Callen: local field at cation -0.12466 V/angstrom
  Callen: local field at anion -0.12466 V/angstrom
Extra longitudinal energy per cell: 0.012096 eV
Crystal of overlapping Gaussian ions:
  Gaussian width: 0.70 angstrom
  Cation-anion coupling/(4 pi/3 volume): 0.68409
  eps: 2.71990 (dimensionless)
  Born charge: 1.08718 e
  Callen charge, longitudinal wave: 0.39971 e
  Born/eps: 0.39971 e
  Szigeti charge, E = -4 pi P/3: 0.69102 e
  3 Born/(eps+2): 0.69102 e
  Charge put in at zero local field: 0.80000 e
  Szigeti: local field at cation -0.03089 V/angstrom
  Szigeti: local field at anion -0.04201 V/angstrom
Edge midpoint of simple cubic lattice, coupling/(4 pi/3 volume):
  along the edge: 8.1816 (dimensionless)
  across the edge: -2.5908 (dimensionless)
```
